\section*{Classical ionization correction of a metal sphere: one half, not three eighths}

\section{Two numbers for one sphere}

Taking one electron from a neutral metal sphere of radius 2 nm costs more than taking it from a flat surface of the same metal. An image-force calculation puts the excess at 0.270 eV; the energy of a charged sphere puts it at 0.360 eV. Both use classical electrostatics and the same initial and final states, so they cannot both be right.

Hartree atomic units are used until the example in nanometres, so $e=1$ and the electron has charge $-1$. The sphere has radius $R$ and is isolated in vacuum. $I$ is the energy needed to take an electron from the neutral sphere to infinity, $A$ is the energy released when the neutral sphere captures one, and $W$ is the work function of the flat surface. $R$ is large compared with the screening length and with the distance to which electrons spill out.

\section{The counter-example: an image force with a fixed cutoff}

\subsection{Energy of a charge outside the sphere}

Let a point charge $q$ stand at distance $r>R$ from the centre of a perfectly conducting sphere of total charge $Q$. An image $q'=-qR/r$ at distance $R^2/r$ from the centre, on the same ray, cancels the potential of $q$ on the surface, because each surface point is closer to the image than to $q$ by the factor $R/r$. A further charge $Q-q'=Q+qR/r$ at the centre restores the total and keeps the surface an equipotential. The sphere's potential is therefore
\begin{equation}
V=\frac{1}{R}\left(Q+\frac{qR}{r}\right)=\frac{Q}{R}+\frac{q}{r}.
\end{equation}
The potential of the sphere's charges at the position of $q$ is
\begin{align}
\phi_{\rm s}&=\frac{1}{r}\left(Q+\frac{qR}{r}\right)-\frac{qR/r}{r-R^2/r}
=\frac{Q}{r}+qR\left[\frac{1}{r^2}-\frac{1}{r^2-R^2}\right]\nonumber\\
&=\frac{Q}{r}-\frac{qR^3}{r^2(r^2-R^2)} .
\end{align}
The electrostatic energy, without the self-energy of $q$, is $\tfrac12(QV+q\phi_{\rm s})$. At infinite separation it is $Q^2/(2R)$. The difference is
\begin{equation}
U(r)=\frac{qQ}{r}-\frac{q^2R^3}{2r^2(r^2-R^2)} .
\label{eq:U}
\end{equation}
The factor $\tfrac12$ in the second term appears because the induced charge grows as $q$ approaches. For $R=1$, $r=1.6$, $q=-1$, $Q=1$ the two terms are $-0.6250$ and $-0.1252$. A numerical solution that makes the surface an equipotential with ring charges, without using the image, gives the same sum, $-0.750200$.

\subsection{How three eighths arises}

An electron that has left a neutral sphere leaves $Q=1$ behind. Put $r=R+d$ and $\epsilon=d/R\ll1$. Then $r^2=R^2(1+\epsilon)^2$ and $r^2-R^2=2\epsilon R^2(1+\epsilon/2)$, so the work from $d$ to infinity is
\begin{align}
-U&=\frac{1}{R(1+\epsilon)}+\frac{1}{4d}\,\frac{1}{(1+\epsilon)^2(1+\epsilon/2)}\nonumber\\
&=\frac1R+\frac{1}{4d}\left(1-\frac52\frac dR\right)+O\!\left(\frac{d}{R^2}\right)
=\frac{1}{4d}+\frac{3}{8R}+O\!\left(\frac{d}{R^2}\right).
\label{eq:three}
\end{align}
For a plane the same work is $1/(4d)$. The faulty argument chooses $d$ so that $1/(4d)=W$, keeps that $d$ for the sphere, and reads off $I=W+3/(8R)$. Equation (\ref{eq:three}) is correct. The unsupported step is the claim that the rest of the path, from inside the metal to $d$, contributes nothing of order $1/R$.

For electron capture the sphere is neutral, $Q=0$. The term $1/R$ is then absent, and the same rule gives $A=W-5/(8R)$. The difference $I-A=1/R$ is right, but the mean of $I$ and $A$ has moved to $W-1/(8R)$. Charging cannot cause such a shift, because a classical sphere has the same energy with charge $+1$ as with charge $-1$.

\subsection{The same charge in smaller pieces}

The error shows when the unit of charge is removed in $N$ equal pieces of size $1/N$, each with the same cutoff. This is a classical thought experiment; the pieces are not particles. The $k$th piece leaves the sphere with charge $k/N$. In (\ref{eq:U}) the first term is then proportional to $k/N^2$ and the second to $1/N^2$, so the work is
\begin{equation}
w_k=\frac{1}{N^2}\left[\frac{k}{R}+\frac{1}{4d}-\frac{5}{8R}\right].
\end{equation}
With $\sum_{k=1}^N k=N(N+1)/2$ the total is
\begin{equation}
\sum_{k=1}^N w_k=\frac{1}{4dN}+\frac1R\left[\frac{N+1}{2N}-\frac{5}{8N}\right]
=\frac{1}{4dN}+\frac1R\left[\frac12-\frac{1}{8N}\right].
\end{equation}
Direct summation of (\ref{eq:U}) at $d/R=10^{-5}$, less the planar terms, gives the coefficients 0.3750, 0.4375, 0.4875 and 0.4987 for $N=1,2,10,100$.

The sphere ends with the same charge each time, so its charging energy cannot depend on $N$. The $k$th piece should raise that energy by $(2k-1)/(2N^2R)$, but the $1/R$ part of $w_k$ is smaller than this by $1/(8N^2R)$. The deficit scales as the square of the piece, as the interaction of a piece with its own image does, and it belongs to the path within $d$ of the surface, which has been dropped. The $N$ deficits add up to $1/(8NR)$. As $N\to\infty$ this sum vanishes and the coefficient becomes one half. The value $3/8$ is thus a charging term of $1/2$ with a self-image term of $1/8$ missing.

\section{The correct statement and its proof}

For a large, smooth, isolated metal sphere whose energy varies smoothly with its charge (shell structure averaged out),
\begin{equation}
I=W+\frac{\frac12+c}{R}+O(R^{-2}),\qquad
A=W+\frac{-\frac12+c}{R}+O(R^{-2}).
\label{eq:result}
\end{equation}
The halves are classical charging energy and hold for every metal in this regime. The number $c$ comes from the curvature of the neutral surface and depends on the material. Purely classical charging has $c=0$.

\emph{Interior potential.} Let $\rho(r)$ be the total charge density, electrons plus positive background. Deep inside, the metal is neutral and has its bulk density, so $\rho$ differs from zero only near the surface. Write $r=R+s$ and define the moments $p_n=\int\rho\,s^n\,ds$. A shell of charge $4\pi r^2\rho\,dr$ contributes that charge divided by $r$ to the potential at the centre, so
\begin{equation}
\Phi=4\pi\int\rho\,r\,dr=4\pi(Rp_0+p_1).
\end{equation}
The total charge is $Q=4\pi\int\rho\,r^2dr=4\pi(R^2p_0+2Rp_1+p_2)$, which gives $4\pi Rp_0=Q/R-8\pi p_1-4\pi p_2/R$. Hence
\begin{equation}
\Phi=\frac QR-4\pi p_1-\frac{4\pi p_2}{R}.
\label{eq:phi}
\end{equation}
The second term is the step of the surface dipole layer. It is positive when electrons spill outward, since then $p_1<0$.

\emph{Neutral sphere.} The chemical potential is $\mu=\mu_{\rm b}-\Phi$, where $\mu_{\rm b}$ is its value in the bulk measured from the interior electrostatic energy, and $-\Phi$ is the potential energy of an electron. For $Q=0$ the surface profile differs from the planar one by a correction of order $1/R$, so $p_1=p_1^{(0)}+p_1^{(1)}/R+\dots$, and
\begin{equation}
-\mu_0=\underbrace{-\mu_{\rm b}-4\pi p_1^{(0)}}_{W}+\frac cR+O(R^{-2}),\qquad
c=-4\pi\left(p_1^{(1)}+p_2^{(0)}\right).
\label{eq:c}
\end{equation}
Nothing in this expression makes $c$ vanish in general. If the lattice also contracts by an amount of order $1/R$, both $\mu_{\rm b}$ and the surface dipole shift, and their net effect adds to $c$.

\emph{Charged sphere.} A charge $Q$ of order one puts an extra density $Q/(4\pi R^2)$ per unit area on the surface. If its centroid lies at $s=x_0$, then $p_1$ changes by $Qx_0/(4\pi R^2)$, and the change of $p_2/R$ is of order $R^{-3}$. From (\ref{eq:phi}),
\begin{equation}
-\mu(Q)=-\mu_0+\frac QR-\frac{Qx_0}{R^2}+O(R^{-3}).
\label{eq:muQ}
\end{equation}
To this order the middle terms equal $Q/(R+x_0)$: the extra charge sits on a sphere of slightly different radius.

\emph{Integration.} Raising the charge by $dQ$ removes $dQ$ electrons, so $dE=-\mu\,dQ$. Therefore
\begin{align}
I&=E(1)-E(0)=\int_0^1\!(-\mu)\,dQ=-\mu_0+\frac{1}{2R}+O(R^{-2}),\\
A&=E(0)-E(-1)=\int_{-1}^0\!(-\mu)\,dQ=-\mu_0-\frac{1}{2R}+O(R^{-2}).
\end{align}
Inserting (\ref{eq:c}) gives (\ref{eq:result}). The half is the mean of $Q$ between 0 and 1. No cutoff enters, because $\mu$ refers to an electron inside the metal. $\square$

\section{A metal in which the missing eighth can be located}

A model with finite screening keeps the energy of a point electron finite along its whole path. Let the induced charge density $\rho$ cost a local energy, as in linear Thomas--Fermi theory with inverse screening length $\kappa$. With a distinguishable charge $q$ at the centre,
\begin{equation}
E=\frac12\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}+q\int\frac{\rho}{r}+\frac{2\pi}{\kappa^2}\int\rho^2,\qquad \int\rho=Q .
\end{equation}
Minimization with a multiplier $\nu$ for the constraint gives $\phi+4\pi\rho/\kappa^2=\nu$, where $\phi$ is the total potential. Multiplying this by $\rho$ and integrating shows that twice the quadratic terms plus $q\int\rho/r$ equals $Q\nu$. At the minimum, therefore, $E=\tfrac12[Q\nu+q\phi_\rho(0)]$, with $\phi_\rho$ the potential of $\rho$ alone. Inside the sphere $\psi=\phi-\nu$ obeys $\nabla^2\psi=\kappa^2\psi-4\pi q\,\delta(\mathbf r)$. Let $x=\kappa R$.

\emph{Electron at the centre}, $q=-1$, $Q=1$. The solution is $\psi=-(e^{-\kappa r}+b\sinh\kappa r)/r$. The whole is neutral, so $\phi'(R)=0$, which requires $b=(1+x)e^{-x}/(x\cosh x-\sinh x)$. Removing the electron's own potential $-1/r$ leaves $\phi_\rho(0)=\nu+\kappa(1-b)$, and the energy is $\tfrac12\nu-\tfrac12\nu-\tfrac12\kappa(1-b)=-\tfrac12\kappa(1-b)$.

\emph{Electron at infinity}, $q=0$, $Q=1$. Now $\psi=a\sinh(\kappa r)/r$. The condition $\phi'(R)=-1/R^2$ gives $a=-1/(x\cosh x-\sinh x)$, and $\phi(R)=1/R$ gives $\nu=[1+1/(x\coth x-1)]/R$. The energy is $\nu/2$.

The total work is the difference,
\begin{equation}
E_\infty-E_{\rm centre}=\frac\kappa2(1-b)+\frac{1}{2R}\left[1+\frac{1}{x\coth x-1}\right]
\;\longrightarrow\;\frac\kappa2+\frac{1}{2R}+\frac{1}{2\kappa R^2}.
\end{equation}
Here $\kappa/2$ plays the part of $W$, and the coefficient of $1/R$ is one half. This model has no surface dipole when neutral, so $c=0$. The last term agrees with (\ref{eq:muQ}) for $x_0=-1/\kappa$: the extra charge lies one screening length inside.

The work can now be split at $r_0=R+d$. For each multipole $l\ge1$ the potential just outside the metal is $q r^l/r_0^{l+1}+B_l/r^{l+1}$. Let $g_l$ be the logarithmic derivative at $R$ of the regular inner solution, the modified spherical Bessel function $i_l(\kappa r)$. Continuity of potential and slope gives
\begin{equation}
B_l=-\alpha_l\,\frac{qR^{2l+1}}{r_0^{l+1}},\qquad \alpha_l=\frac{g_lR-l}{g_lR+l+1}.
\end{equation}
The outer work is then $1/r_0+\tfrac12\sum_{l\ge1}\alpha_lR^{2l+1}/r_0^{2l+2}$. A perfect conductor has $\alpha_l=1$, and the sum becomes the second term of (\ref{eq:U}). After subtraction of the planar work at the same $d$ and extrapolation to large $R$, the coefficient of $1/R$ is 0.3753 at $\kappa d=5$ and 0.3750 at $\kappa d=20$ and 80.

When $d$ is well beyond the screening length, the outer path thus does supply $3/8$. Since the total is $1/2$, the path from the centre to $d$ then supplies the remaining $1/8$ (0.1247 at $\kappa d=5$, 0.1250 at the larger distances). Giving the inner path its planar value discards this part. The cutoff of the faulty argument, $1/(4d)=W=\kappa/2$, lies closer in, at $\kappa d=1/2$. There the perfect-conductor image formula no longer holds and the split is only roughly $3/8$ to $1/8$ (0.385 to 0.115), but the total is still one half.

\section{Quantum spheres and the size of $c$}

Jellium spheres in Thomas--Fermi--Dirac--von Weizs\"acker theory show both terms of (\ref{eq:result}). The energy contains the Thomas--Fermi kinetic term, one ninth of the von Weizs\"acker gradient term, Dirac exchange and the Hartree energy. Correlation, shells and the lattice are left out. The background density corresponds to an electron-sphere radius $r_s=3.011$ bohr. $I$ and $A$ are differences of self-consistent total energies. The radial mesh step is about 0.08 bohr. In the limit of a fine mesh every $-\mu_0$ below rises by 4 to $5\times10^{-6}$ hartree, so its last digit is not converged; the other columns, $c$ and $W$ keep the digits shown.

\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & $-\mu_0$ (hartree) & $(I+\mu_0)R$ & $(I-A)R$\\
30 & 0.067477 & 0.4790 & 0.9572\\
60 & 0.068336 & 0.4889 & 0.9777\\
120 & 0.068775 & 0.4943 & 0.9886
\end{tabular}
\end{center}

By (\ref{eq:muQ}) the third column should behave as $\tfrac12-x_0/(2R)$. The combination $2f(2R)-f(R)$ removes the $1/R$ term; the last two rows give $2(0.4943)-0.4889=0.4997$, against the expected 0.5. The fourth column extrapolates in the same way to 0.9995, against 1.

The neutral chemical potential also depends on $R$. Fitting $-\mu_0=W+c/R+c_2/R^2$ to the three spheres gives $c=-0.054$. A fourth sphere, of radius 37.79 bohr and not used in the fit, has $-\mu_0=0.067828$ hartree, and the fit gives the same digits. The mean $(I+A)/2$ differs from $-\mu_0$ by less than $5\times10^{-4}/R$ in the table's spheres, so $I$ and $A$ share the shift, as the proof requires.

In this model the full ionization coefficient is $0.5-0.054=0.446$, and that of the affinity is $-0.554$. The first lies between $1/2$ and $3/8$. A measured slope below one half is therefore no evidence for the cutoff argument: a metal with $c=-1/8$ would reproduce both $3/8$ and $-5/8$, but for a reason that lies in its neutral surface.

\section{A silver-like sphere of 2 nm}

Take $R=2.0$ nm in vacuum, $W=4.3$ eV and 59 conduction electrons per nm$^3$. The last two are rough typical values for silver. In SI form the energy scale is $e^2/(4\pi\varepsilon_0R)=0.720$ eV. Classical charging gives
\begin{align}
\tfrac12(0.720\ \mathrm{eV})&=0.360\ \mathrm{eV},& I&=4.66\ \mathrm{eV},& A&=3.94\ \mathrm{eV},
\end{align}
while three eighths gives 0.270 eV. The discrepancy is 0.090 eV. At 300 K, where $k_{\rm B}T=0.026$ eV, an error of this size in a barrier changes its Boltzmann factor about 32-fold. This only shows the scale of the error: thermionic emission over the full 4.66 eV is negligible at that temperature.

The jellium sphere of this radius has $I-W=0.310$ eV, which can be traced term by term. Charging gives 0.360 eV. The extra charge lies 0.07 nm outside the background edge, which lowers the charging energy by 0.012 eV. Curvature of the neutral surface contributes $-0.038$ eV. The sum is $0.360-0.012-0.038=0.310$ eV. These corrections indicate a size and are not predictions for silver: the model's planar work function is 1.88 eV, far below the rough 4.3 eV, and it has no $d$ electrons.

Stretching the sphere to a prolate spheroid of aspect ratio 1.2 at fixed volume lowers the classical charging energy by only 1 meV. The mean level spacing for 1977 electrons is 3.7 meV if no orbital levels coincide. In a perfect sphere a level of angular momentum $l$ is $(2l+1)$-fold degenerate, so the gaps between distinct levels are much wider. The resulting shell structure is averaged out in (\ref{eq:result}) and need not be small beside 0.090 eV. The field at the ionized surface is 3.6 MV/cm.

A real particle has facets, and its work function may vary between them by roughly 0.3 eV, more than the 0.090 eV at issue. One absolute ionization energy thus cannot decide between the two coefficients. Nor can $I-A$, which is $1/R$ in both accounts. The accounts differ in the mean $(I+A)/2$, and there $c$ enters as well.

A sphere in a device need not be isolated in vacuum. If the sphere is embedded in a medium of relative permittivity $\varepsilon$ and the electron is taken far away within that medium, the field outside is reduced by $\varepsilon$, and the charging term becomes $e^2/(8\pi\varepsilon_0\varepsilon R)$; for $\varepsilon=4$ it falls from 0.36 to 0.09 eV. This form needs $R$ large compared with $\varepsilon$ times the screening length, because a field in a layer that the medium does not fill is not reduced. In the linear Thomas--Fermi metal with $1/\kappa=0.059$ nm the charge lying inside the edge adds 0.011 eV, which is 12\% of 0.09 eV and a larger share at higher $\varepsilon$. $W$ and $c$ then also refer to the metal--medium interface and differ from their vacuum values. A grounded concentric electrode of radius $b$ replaces $1/R$ by $1/R-1/b$ and so lowers the term. This classical form requires a gap $b-R$ that is wide compared with the screening length and the electron spill-out; in a narrower gap the position of the surface charge matters. Charge lying inside the metal's edge raises the charging energy above the formula, and charge spilling outside lowers it. In each case the factor one half survives, because it comes from the linear rise of the potential with charge and not from the shape of the field. The complete numerical output follows.

\section*{Computed results}
\begin{verbatim}
IMAGE ENERGY, R=1, r=1.6, q=-1, Q=1 (Hartree units)
boundary solution -0.750200, formula -0.750200
FIXED CUTOFF: coefficient of 1/R, charge removed in N pieces
N =   1: 0.37500
N =   2: 0.43750
N =  10: 0.48750
N = 100: 0.49875
same cutoff, affinity coefficient: -0.62499
LINEAR THOMAS-FERMI METAL: coefficients of 1/R
total work, centre to infinity: 0.50000
kappa*d =   5: outer 0.37527, inner 0.12473
kappa*d =  20: outer 0.37501, inner 0.12499
kappa*d =  80: outer 0.37501, inner 0.12499
JELLIUM SPHERES, rs = 3.011 bohr (Hartree units)
R = 30 bohr: I 0.083444, A 0.051537, -mu0 0.067477 hartree
   (I+mu0)R = 0.47903, (I-A)R = 0.95723
R = 60 bohr: I 0.076485, A 0.060189, -mu0 0.068336 hartree
   (I+mu0)R = 0.48893, (I-A)R = 0.97774
R = 120 bohr: I 0.072894, A 0.064655, -mu0 0.068775 hartree
   (I+mu0)R = 0.49432, (I-A)R = 0.98863
limit of (I+mu0)R: 0.49971
limit of (I-A)R: 0.99951
largest |(I+A)/2+mu0|*R: 4.2e-04
planar work function of jellium: 1.884 eV
curvature coefficient c: -0.0537
total ionization coefficient 1/2+c: 0.4463
total affinity coefficient -1/2+c: -0.5537
left-out sphere: -mu0 0.067828, fit 0.067828 hartree
EXAMPLE: silver-like sphere in vacuum, rough inputs
radius 2.0 nm = 37.79 bohr, W 4.3 eV
electron density 59 per nm3, T 300 K
e^2/(4 pi eps0 R): 0.7200 eV
one-half correction: 0.3600 eV
three-eighths value: 0.2700 eV
difference: 0.0900 eV
classical I: 4.660 eV, A: 3.940 eV
thermionic factor exp(difference/kT): 32.5
NEGLECTED EFFECTS at the example's numbers
jellium curvature shift -mu0-W: -0.0378 eV
jellium I-W: 0.3099 eV
spill-out: radius +0.0715 nm, lowers I 0.0123 eV
Thomas-Fermi screening length: 0.0587 nm
thermal energy kT: 0.0259 eV
conduction electrons: 1977, EF 5.53 eV
mean level spacing 4EF/(3N): 3.73 meV
prolate shape, aspect 1.2: lowers I 1.07 meV
surface field after ionization: 3.60 MV/cm
facet spread of W (rough input): 0.3 eV
\end{verbatim}
